# Anomalous X-ray transmission at the Bragg angle and its residual absorption, part 2

How weakly does a perfect crystal slab of thickness \(t\) absorb a plane X-ray wave of frequency \(\omega\) near the Bragg angle \(\theta\) (symmetric Laue geometry)? Atomic units with Gaussian fields: \(\hbar=m_e=e=1\), \(c=1/\alpha\), vacuum wave number \(K=\alpha\omega\). Depth is \(z\); \(x\) runs along \(\mathbf h\), with atomic planes at \(x=nd\), \(d=2\pi/h\), \(h=2K\sin\theta\).

The susceptibility \(\chi=\chi'+i\chi''\) has Fourier coefficients \(\chi_0,\chi_h\). For σ polarization (\(\mathbf E\) perpendicular to the scattering plane), \(\nabla^2E+K^2[1+\chi(x)]E=0\) gives for two beams

\[
\begin{pmatrix}\chi_0+\delta&\chi_h\\ \chi_h&\chi_0-\delta\end{pmatrix}
\begin{pmatrix}E_0\\E_h\end{pmatrix}=\xi\begin{pmatrix}E_0\\E_h\end{pmatrix},
\qquad \xi=\chi_0\pm\sqrt{\delta^2+\chi_h^2},
\]

with \(k_z^2=K^2\cos^2\theta+K^2\xi\), \(\delta=(\theta-\theta_i)\sin2\theta\), incident angle \(\theta_i\). Six-beam checks keep \(n=-2,\dots,3\).

At \(\delta=0\) the weak (nodal, \(\sin(hx/2)\)) and strong (antinodal) fields decay at \(\mu(1\mp\varepsilon)/\cos\theta\), where \(\varepsilon=\chi''_h/\chi''_0\) and \(\mu=K\chi''_0=N\sigma\), for \(N\) atoms per volume with photoabsorption cross section \(\sigma\). Section 1 states for thick slabs

\[
I_0=I_h=\tfrac14\exp\left[-\frac{\mu(1-\varepsilon)t}{\cos\theta}\right].
\]

With form factor \(f(h)\), \(f(0)=Z\), and planes carrying every atom, \(\chi'_h=-4\pi Nf(h)e^{-W}/\omega^2\); the dispersion correction \(f'\) is omitted. Vibration \(\mathbf u\) gives \(W=\tfrac12h^2\langle u_x^2\rangle\), from a Debye model with temperature \(\Theta\).

Also \(\varepsilon=|S|\,e^{-W}\,\Gamma_{0h}/\Gamma_{00}\), with structure factor \(S\) and \(\Gamma_{nm}=\sum_{i,f}M_n^*M_m\). For independent electrons in a central potential \(V(r)\), harmonic \(F\) obeys \(\langle f|\nabla F\cdot\mathbf p|i\rangle=i\omega\langle f|F|i\rangle\), and

\[
M=i\omega\,\langle f|\,\boldsymbol\epsilon\cdot\mathbf r+\tfrac i2(\boldsymbol\epsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf r)\,|i\rangle
\]

for polarization \(\boldsymbol\epsilon\), wave vector \(\mathbf k\). The terms are dipole (E1) and quadrupole (E2), with cross sections \(\sigma_D,\sigma_Q\) and \(p_Q=\sigma_Q/(\sigma_D+\sigma_Q)\). Between two beams E1 varies as \(\boldsymbol\epsilon\cdot\boldsymbol\epsilon'\), E2 as \((\boldsymbol\epsilon\cdot\boldsymbol\epsilon')(\hat{\mathbf k}\cdot\hat{\mathbf k}')+(\boldsymbol\epsilon\cdot\hat{\mathbf k}')(\boldsymbol\epsilon'\cdot\hat{\mathbf k})\). For σ polarization

\[
\frac{\Gamma_{0h}}{\Gamma_{00}}=(1-p_Q)+p_Q\cos2\theta=1-2p_Q\sin^2\theta .
\]

The omitted cross term of E1 with the second-order term of \(e^{i\mathbf k\cdot\mathbf r}\) is about 0.06% of \(\sigma\).

Example: germanium 220, \(|S|=1\), 8000 eV, 300 K, \(t=10^7\) Å, \(a=5.66\) Å, atomic mass 72.63 u, \(\Theta=290\) K, \(d=2.0011\) Å, \(e^{-W}=0.96451\). The cross sections come next.

**The cross sections.** A field \(E_0\boldsymbol\epsilon\cos\omega t\) drives transitions at the golden-rule rate \(2\pi(E_0/2)^2|\langle f|O|i\rangle|^2\), where \(O\) is the operator in \(M\) and the final states are normalized per unit energy. The photon flux is \(cE_0^2/(8\pi\omega)\). The quotient is \(\sigma=4\pi^2\alpha\omega\sum|\langle f|O|i\rangle|^2\). With orbitals \(u(r)Y_{lm}/r\), the radial factors are \(R_\nu=\int u_f\,r^\nu u_i\,dr\). The continuum function behaves as \(\sqrt{2/\pi k}\,\sin(kr+\text{phase})\), because an amplitude \(A\) gives the overlap \(A^2(\pi/2)\delta(k-k')=A^2(\pi k/2)\delta(E-E')\).

For an angular factor \(\mathcal G(\hat{\mathbf n})\), the addition theorem applied to both \(m\) sums gives

\[
\frac1{2l+1}\sum_{mm'}|\langle l'm'|\mathcal G|lm\rangle|^2=\frac{2l'+1}{16\pi^2}\iint \mathcal G(\hat{\mathbf n})\mathcal G(\hat{\mathbf n}')P_l(\gamma)P_{l'}(\gamma)\,d\Omega\,d\Omega',\qquad \gamma=\hat{\mathbf n}\cdot\hat{\mathbf n}' .
\]

The result does not depend on the orientation of the beam, so \(\mathcal G\mathcal G'\) may be averaged over it. For E1, \(\langle\epsilon_a\epsilon_b\rangle=\delta_{ab}/3\) gives \(P_1(\gamma)/3\). For E2, write \(\langle\epsilon_a\hat k_b\epsilon_c\hat k_d\rangle=A'\delta_{ac}\delta_{bd}+B'(\delta_{ab}\delta_{cd}+\delta_{ad}\delta_{bc})\). Contracting \(a=c,\ b=d\) gives \(9A'+6B'=1\), and contracting \(a=b,\ c=d\) gives \(3A'+12B'=0\), so \(A'=2/15\) and \(B'=-1/30\). Contraction with \(n_an_bn'_cn'_d\) yields \(A'\gamma^2+B'(1+\gamma^2)=(3\gamma^2-1)/30=P_2(\gamma)/15\). The double solid-angle integral of a function of \(\gamma\) is \(8\pi^2\int d\gamma\). Defining \(w_\nu(l,l')=\tfrac12\int_{-1}^1P_lP_\nu P_{l'}\,d\gamma\), which is the square of the 3j symbol with zero projections, a shell of \(N_s\) electrons has

\[
\sigma_D=4\pi^2\alpha\omega N_s\sum_{l'}\frac{2l'+1}{3}\,w_1R_1^2,\qquad
\sigma_Q=4\pi^2\alpha\omega\,\frac{K^2}{4}N_s\sum_{l'}\frac{2l'+1}{15}\,w_2R_2^2 .
\]

These factors and the E1 and E2 angular laws for both polarizations are tested by explicit quadrature over two spheres for \(l=0,1,2\).

**The germanium atom.** \(V(r)\) is the self-consistent potential of a spherical, nonrelativistic atom in the exchange-only local-density approximation, with the two 4p electrons spread evenly over their shell and the orbital energies used as thresholds. The photon energy, 8000 eV, is chosen. The 1s level lies at \(-10781\) eV in this model, so the K shell cannot absorb.

| shell | level (eV) | E1 (Å\(^2\)) | E2 (Å\(^2\)) |
|---|---|---|---|
| 2s | −1333 | 3.22×10⁻⁵ | 2.50×10⁻⁷ |
| 2p | −1188 | 3.33×10⁻⁵ | 1.17×10⁻⁶ |
| 3s | −161 | 4.83×10⁻⁶ | 4.5×10⁻⁸ |
| 3p | −113 | 4.34×10⁻⁶ | 1.50×10⁻⁷ |
| 3d | −29 | 2.6×10⁻⁷ | 1.9×10⁻⁸ |
| 4s | −10.5 | 3.9×10⁻⁷ | 3.8×10⁻⁹ |
| 4p | −3.1 | 6.3×10⁻⁸ | 2.2×10⁻⁹ |

The totals are \(\sigma_D=7.5405\times10^{-5}\) Å\(^2\) and \(\sigma_Q=1.6364\times10^{-6}\) Å\(^2\), so \(p_Q=1.6364/77.041=0.02124\). The L shell supplies \((3.221+3.331)/7.5405=87\%\) of the dipole absorption, and 2p alone supplies \(1.166/1.6364=71\%\) of the quadrupole absorption. The numerical machinery is tested on hydrogenic levels, the hydrogen form factor, the Stobbe photoionization formula and the virial theorem, and by evaluating \(R_1\) and \(R_2\) both directly and through the commutator above. These tests check the numerics, not the model. Relativistic corrections, of relative order \((Z\alpha)^2\), leave \(\mu\) uncertain at the level of several percent, which is an estimate of order and not a computed error. The spherical treatment also ignores the scattering of the photoelectron by neighbouring atoms, which matters near an absorption edge; here the photoelectron has more than 6000 eV.

With \(\lambda=1.5498\) Å, \(\sin\theta=\lambda/2d\) gives \(\theta=22.783^\circ\) and \(2\sin^2\theta=0.29990\). The quadrupole loss is \(0.02124\times0.29990=0.00637\). This stops the expansion of \(e^{i\mathbf k\cdot\mathbf r}\) at order \(K^2r^2\). With the exponential kept whole, the same atom gives \(1-\Gamma_{0h}/\Gamma_{00}=0.00655\), 3% more, which moves \(1-\varepsilon_\sigma\) from 0.0416 to 0.0418, \(\varepsilon_\pi\) from 0.6605 to 0.6602 and the thick-slab σ intensity from 0.0539 to 0.0535. These unexpanded figures, and the size of the cross term given above, are not part of the printed output; all other numbers use the E1 plus E2 truncation.

## 8. Polarization in the scattering plane

For π polarization the magnetic field points along \(\hat{\mathbf y}\) and obeys \(\nabla\times[(1+\chi)^{-1}\nabla\times\mathbf H]=K^2\mathbf H\). The inner curl turns beam \(m\) into \(i\mathbf k_m\times\hat{\mathbf y}H_m\). The outer curl, acting on the component \(n\), gives \(-\mathbf k_n\times(\mathbf k_m\times\hat{\mathbf y})=\hat{\mathbf y}\,\mathbf k_n\cdot\mathbf k_m\), since \(\mathbf k_n\cdot\hat{\mathbf y}=0\). With \((1+\chi)^{-1}\simeq1-\chi\),

\[
(K^2-k_n^2)H_n+\sum_m\chi_{n-m}\,\mathbf k_n\cdot\mathbf k_m\,H_m=0 .
\]

In the small second term \(\mathbf k_n\cdot\mathbf k_m\) is \(K^2\) for \(n=m\) and \(K^2\cos2\theta\) otherwise. This is the σ problem with \(\chi_h\to\chi_h\cos2\theta\). The two electric vectors are at the angle \(2\theta\), so the weak field has

\[
|\boldsymbol\epsilon e^{-ihx/2}-\boldsymbol\epsilon'e^{ihx/2}|^2=2(1-\cos2\theta\cos hx),
\]

which has minima on the planes but no zeros. For the quadrupole term take \(\hat{\mathbf k}=(0,0,1)\), \(\boldsymbol\epsilon=(1,0,0)\), \(\hat{\mathbf k}'=(\sin2\theta,0,\cos2\theta)\), \(\boldsymbol\epsilon'=(\cos2\theta,0,-\sin2\theta)\). The E2 law gives \(\cos^22\theta-\sin^22\theta=\cos4\theta\), and

\[
\varepsilon_\pi=e^{-W}\left[(1-p_Q)\cos2\theta+p_Q\cos4\theta\right].
\]

If the bracket is negative the two fields exchange roles and its modulus counts. For Ge 220, \(\varepsilon_\pi=0.96451\,[0.97876\times0.70010-0.02124\times0.01973]=0.6605\), so \(1-\varepsilon_\pi=0.34\), eight times the σ value. The dipole part, \(1\mp e^{-W}\cos2\theta\), is tested by a six-beam solution of the magnetic-field equation.

## 9. Angular misset

Define \(\eta=\delta/|\chi'_h|\), so that \(\eta=1\) corresponds to an angle \(|\chi'_h|/\sin2\theta\). To first order in \(\chi''_h/\chi'_h\), \(\chi_h^2\simeq\chi_h'^2+2i\chi'_h\chi''_h\), and

\[
\sqrt{\delta^2+\chi_h^2}\simeq|\chi'_h|\sqrt{1+\eta^2}+\frac{i\chi'_h\chi''_h}{|\chi'_h|\sqrt{1+\eta^2}}=|\chi'_h|\sqrt{1+\eta^2}-\frac{i\chi''_h}{\sqrt{1+\eta^2}},
\]

the last sign coming from \(\chi'_h<0\). The branch with the larger real part is again the weak one, and

\[
2\,{\rm Im}\,k_z=\frac{\mu}{\cos\theta}\left[1\mp\frac{\varepsilon}{\sqrt{1+\eta^2}}\right].
\]

The factor is the contrast of the standing wave. From the real part of the first row of the matrix, \(E_h/E_0=-\rho\) with \(\rho=\sqrt{1+\eta^2}-\eta\) on the weak branch. The intensity is \(1+\rho^2-2\rho\cos hx\), and its contrast is \(2/(\rho+1/\rho)=1/\sqrt{1+\eta^2}\), because \(1/\rho=\sqrt{1+\eta^2}+\eta\). Two unequal beams cannot cancel on the planes. For \(|\eta|\to\infty\) both branches return to \(\mu/\cos\theta\).

With \(\varepsilon_\sigma=0.95836\) the formula gives 0.1428, 0.3223 and 0.9046 at \(\eta=0.5,1,10\), and the six-beam values are 0.1427, 0.3222 and 0.9045. Two neglected terms account for the differences. With \(r^2=(\chi''_h/\chi'_h)^2=(0.0804/2.174)^2=1.4\times10^{-3}\), the next order of the square root multiplies \(\varepsilon/\sqrt{1+\eta^2}\) by \(1+r^2\eta^2/[2(1+\eta^2)^2]\), which lowers the values at \(\eta=0.5\) and 1 by about \(1\times10^{-4}\) but the value at \(\eta=10\) by less than \(10^{-6}\). At \(\eta=10\) the difference comes from the expansion of \(k_z\), whose next order multiplies the rate by \(1-{\rm Re}\,\xi/(2\cos^2\theta)\); there \({\rm Re}\,\xi=\chi'_0+|\chi'_h|\sqrt{101}=1.9\times10^{-4}\), a relative change of the rate of \(-1.1\times10^{-4}\). For small \(\eta\) the added loss is \(\varepsilon\eta^2/2\), which equals \(1-\varepsilon\) at \(\eta=\sqrt{2\times0.0416/0.958}=0.29\). Since \(\eta=1\) is \(3.04\times10^{-5}\) rad, a misset of \(9\times10^{-6}\) rad doubles the absorption coefficient of the weak field. The scale of \(\eta\), unlike \(\varepsilon\), would shift if \(f'\) were included. Behind a crystal as thick as \(10^7\) Å, only the central part of a more divergent beam is transmitted appreciably. A sideways displacement of the planes by half a spacing, completed within a depth much shorter than the period \(\Lambda\) of section 10, puts the atoms where the weak field is largest and so turns it into the strong one. This is one reason why the crystal must be perfect.

## 10. The slab

At \(\eta=0\) write \(E=e^{iKz\cos\theta}[D_0(z)e^{-ihx/2}+D_h(z)e^{ihx/2}]\). The second derivative of \(De^{iKz\cos\theta}\) is \((D''+2iK\cos\theta\,D'-K^2\cos^2\theta\,D)e^{iKz\cos\theta}\). The last term cancels against \(K^2-h^2/4\), and \(D''\) is smaller than the middle term by a factor of order \(\chi\). This leaves the Takagi–Taupin equations, with \(g=K/(2\cos\theta)\):

\[
D_0'=ig(\chi_0D_0+\chi_hD_h),\qquad D_h'=ig(\chi_hD_0+\chi_0D_h).
\]

Specular reflection at the faces is of order \(\chi^2\) in intensity and is ignored, so \(D_0(0)=1\) and \(D_h(0)=0\). The sum and the difference decouple, \(D_0\pm D_h=e^{ig(\chi_0\pm\chi_h)z}\), and

\[
D_0=e^{ig\chi_0z}\cos(g\chi_hz),\qquad D_h=i\,e^{ig\chi_0z}\sin(g\chi_hz).
\]

Use \(|\cos(p+iq)|^2=\tfrac12(\cosh2q+\cos2p)\) and \(|\sin(p+iq)|^2=\tfrac12(\cosh2q-\cos2p)\), with \(2q=\varepsilon\mu z/\cos\theta\), \(2|p|=2\pi z/\Lambda\) and \(|e^{ig\chi_0z}|^2=e^{-\mu z/\cos\theta}\):

\[
I_{0,h}=\tfrac12e^{-\mu z/\cos\theta}\left[\cosh\frac{\varepsilon\mu z}{\cos\theta}\pm\cos\frac{2\pi z}{\Lambda}\right],\qquad \Lambda=\frac{\lambda\cos\theta}{|\chi'_h|}.
\]

For thin crystals the hyperbolic cosine stays close to 1 and the intensity swings between the beams with the Pendellösung period \(\Lambda\), the beat of the two real wave numbers. For \(\varepsilon\mu z/\cos\theta\gg1\) the hyperbolic cosine becomes \(\tfrac12e^{\varepsilon\mu z/\cos\theta}\), the bounded cosine is negligible beside it, and the result of section 1 follows. The factor \(\tfrac14\) has two halves. The entrance condition \((1,0)=\tfrac12(1,1)+\tfrac12(1,-1)\) puts half of the energy into each field, and the surviving field divides equally between two beams at the exit face. The beat ends because one partner has been absorbed.

## 11. Germanium 220: the numbers and their weights

The atom density is \(8/a^3=0.044121\) Å\(^{-3}\), so

\[
\mu=0.044121\times7.7041\times10^{-5}=3.399\times10^{-6}\ \text{Å}^{-1},\qquad \chi''_0=\frac{\mu}{K}=\frac{3.399\times10^{-6}}{4.0542}=8.384\times10^{-7}.
\]

The dispersive parts are \(\chi'_0=-3.0418\times10^{-5}\) and, with \(f(220)=23.712\) from the same atom, \(\chi'_h=\chi'_0\times(23.712/32)\times0.96451=-2.174\times10^{-5}\). Then \(\Lambda=1.5498\times0.92198/(2.174\times10^{-5})=6.57\times10^4\) Å. For σ polarization

\[
\varepsilon_\sigma=0.96451\times(1-0.00637)=0.95836,\qquad \mu(1-\varepsilon_\sigma)=1.415\times10^{-7}\ \text{Å}^{-1}.
\]

The \(1/e\) depths \(\cos\theta/[\mu(1\mp\varepsilon)]\) are \(6.51\times10^6\) Å (651 µm) for the nodal field, \(1.39\times10^5\) Å (13.9 µm) for the antinodal field and \(7.99\times10^5\) Å (79.9 µm) for the weak π field, against \(\cos\theta/\mu=2.71\times10^5\) Å (27.1 µm) off the reflection.

The contributions add exactly in the logarithm, \(-\ln\varepsilon_\sigma=W(0)+[W(T)-W(0)]-\ln(1-2p_Q\sin^2\theta)\):

| contribution | value at 300 K | share |
|---|---|---|
| atoms between planes | 0 | 0 |
| zero-point motion | 0.0085 | 20% |
| thermal excess | 0.0276 | 65% |
| quadrupole | 0.0064 | 15% |
| total | 0.0425 | |

Cooling removes only the thermal excess: \(1-\varepsilon_\sigma\) falls from 0.0416 at 300 K to 0.0187 at 80 K and 0.0148 at 0 K, where the quadrupole term is \(0.0064/0.0149=43\%\) of the total. These values keep the lattice constant and \(\Theta\) fixed.

At \(z=2\times10^5\) Å, \(\mu z/\cos\theta=0.7374\), the prefactor is \(\tfrac12e^{-0.7374}=0.2392\), \(\cosh(0.7067)=1.2602\), and \(z/\Lambda=3.0428\) gives a cosine of 0.9640. Thus \(I_0=0.2392\times2.2242=0.532\) and \(I_h=0.2392\times0.2962=0.0709\), as found by numerical integration of the slab equations. The split between the two beams depends on the phase \(2\pi z/\Lambda\) after three periods, hence on \(\chi'_h\) and on the omitted \(f'\), so these two figures belong to the model; their sum does not depend on \(\Lambda\). The beat is still strong, and the total 0.603 already exceeds the off-Bragg value 0.478.

At \(t=10^7\) Å, \(\mu t/\cos\theta=36.87\), and the exponent of the nodal field is \(36.87\times0.041637=1.535\). Then

\[
I_0=I_h=\tfrac14e^{-1.535}=0.054\ (\sigma),\qquad \tfrac14e^{-0.3395\times36.87}=9\times10^{-7}\ (\pi),\qquad e^{-36.87}=1\times10^{-16}\ (\text{off Bragg}).
\]

The σ beam exceeds the π beam by a factor of about \(6\times10^4\), so an unpolarized plane wave emerges σ polarized with half of 0.054 in each beam. At 80 K and 0 K the σ value rises to 0.126 and 0.145, and the ceiling for \(\varepsilon=1\) is 0.25.

The σ transmission is sensitive to the rough Debye temperature. Raising it from 290 K to 320 K lowers \(1-\varepsilon_\sigma\) from 0.0416 to 0.0356, by 15% of its value, and raises the transmission to \(\tfrac14e^{-36.87\times0.0356}=0.067\). A 5% change in \(\mu\) would change the σ transmission by about 8% of its value, through the exponent 1.5, but the off-Bragg value by a factor of about 6, through the exponent 37. The printed gain of \(5.5\times10^{14}\) is therefore an order of magnitude only.

## 12. Losses outside the model

Once photoabsorption is cut to 4% of its normal value, weaker channels count for more. Each removes energy, so each lowers the transmission below the values above.

Compton scattering can be bounded. An electron scatters into direction \(\mathbf k'\) through the operator \(o(\mathbf r)=\psi(\mathbf r)e^{-i\mathbf k'\cdot\mathbf r}\), with \(\psi\) the field normalized to unit mean intensity. For a single determinant, with closure over final states and the energy loss neglected, the inelastic strength is \(\sum_j\langle j||o|^2|j\rangle-\sum_{jk}|\langle j|o|k\rangle|^2\) over occupied orbitals. This cannot exceed its first term, the intensity summed over the electrons, which does not depend on \(\mathbf k'\). The integral over directions then gives the Thomson cross section \(\sigma_T=8\pi\alpha^4/3\). For a plane wave the bound is \(NZ\sigma_T=9.4\times10^{-9}\) Å\(^{-1}\), which is 0.066 of \(\mu(1-\varepsilon_\sigma)\). In the nodal field the first term is \(\sum_j\langle1-\cos hx\rangle_j=Z-f(h)e^{-W}=Z(1-\chi'_h/\chi'_0)=0.285\,Z\), and the bound tightens to \(0.285\times0.066=0.019\) of \(\mu(1-\varepsilon_\sigma)\). Both figures are upper limits, and the actual Compton loss is not computed.

Thermal diffuse scattering arises from the difference between the instantaneous and the averaged susceptibility and is not computed either. A crude scale comes from point scatterers of strength \(Z\) vibrating independently. Their diffuse loss is at most \(NZ^2\sigma_T\langle1-\cos hu_x\rangle\), which stands to the vibrational part of the photoabsorption as \(32\times9.39\times10^{-9}/(3.40\times10^{-6})=0.09\). A real atom has a form factor below \(Z\) that differs between the two beams, and its neighbours move in correlation with it, so this figure indicates a correction of some percent of \(1-\varepsilon\) and is neither a value nor a bound.

The numerical check, with its output, contains the tests named in the text and is the source of the numbers used.

## Table of computed values

```
inputs: a = 5.66 A, M = 72.63 u, Theta = 290.0 K (rough), T = 300.0 K
inputs: photon energy = 8000.0 eV, thickness = 1e+07 A = 1000 um
wavelength = 1.5498 A
K = 4.0542 1/A
d220 = 2.0011 A
|h| = 3.1398 1/A
Bragg angle = 22.783 deg
cos th = 0.92198, 2 sin^2 th = 0.29990, cos 2th = 0.70010, cos 4th = -0.01973
atom density = 0.044121 1/A^3
atom total energy = -56353 eV
virial ratio -Epot/Ekin = 2
1s level = -10781 eV
2s: level -1333.1 eV, E1 3.221e-05 A^2, E2 2.503e-07 A^2
3s: level -160.7 eV, E1 4.827e-06 A^2, E2 4.546e-08 A^2
4s: level -10.5 eV, E1 3.924e-07 A^2, E2 3.78e-09 A^2
2p: level -1187.9 eV, E1 3.331e-05 A^2, E2 1.166e-06 A^2
3p: level -112.7 eV, E1 4.336e-06 A^2, E2 1.495e-07 A^2
4p: level -3.1 eV, E1 6.264e-08 A^2, E2 2.158e-09 A^2
3d: level -29.0 eV, E1 2.632e-07 A^2, E2 1.909e-08 A^2
sigma E1 = 7.5405e-05 A^2
sigma E2 = 1.6364e-06 A^2
pQ = 0.02124
velocity/length: E1 0.999999, E2 1.000001; numeric/Stobbe 1.000003
f'' forward = 0.88204 electrons
f(220) = 23.712 electrons
chi0' = -3.0418e-05, chih' = -2.174e-05, chi0'' = 8.3842e-07, chih'' = 8.0352e-07
mu = 3.3991e-06 1/A
<ux^2> = 0.0073313 A^2
rms ux = 0.085623 A
B = 8 pi^2 <ux^2> = 0.57885 A^2
W = 0.036138
exp(-W) = 0.96451
E2 loss 2 pQ sin^2 th = 0.0063699
eps sigma = 0.95836
1 - eps sigma = 0.041637
1 - eps sigma, six beams = 0.041635
eps pi = 0.6605
mu(1 - eps sigma) = 1.4153e-07 1/A
1/e depth, normal = 2.7124e+05 A = 27.12 um
1/e depth, nodal field = 6.5145e+06 A = 651.4 um
1/e depth, antinodal field = 1.385e+05 A = 13.85 um
1/e depth, pi weak field = 7.9895e+05 A = 79.89 um
Pendelloesung period = 65728 A
angle for eta = 1 = 3.0446e-05 rad
weak field mu_eff/mu: eta 0.5 0.1427, eta 1 0.3222, eta 10 0.9045
z = 2e5 A: I0 = 0.53200, Ih = 0.07087
mu t/cos th = 36.868
mu(1-eps) t/cos th = 1.535
thick slab I0 = Ih, sigma = 0.053861
thick slab I0 = Ih, pi = 9.1645e-07
thick slab off Bragg = 9.7405e-17
gain sigma/off Bragg = 5.5296e+14
T = 0 K: W = 0.00851, 1-eps = 0.01479, I0 = 0.1449
T = 80 K: W = 0.01245, 1-eps = 0.01867, I0 = 0.1256
1 - eps for Theta = 320 K = 0.035582
E1-only eps: 111 0.6976, 220 0.9645, 400 0.9303
Compton bound N Z sigma_T = 9.392e-09 1/A, ratio to mu(1-eps) = 0.066
```
